# The 1/N Ewald correction to interaction energies in cubic simulation cells

## The decision

A quantum Monte Carlo run in a periodic cell with $N$ electrons gives an interaction energy per electron that still depends on $N$. One can run larger cells and extrapolate, or add a correction to the run already made. If the exchange-correlation hole has a finite second moment $M_2$ and has settled to its large-cell form, the correction is known:

$$
e(\infty)\simeq e(N)+\frac{\pi |M_2|}{3\Omega},\qquad \Omega=L^3=\frac{N}{n}. \tag{1}
$$

Here $L$ is the side of the cubic cell and $n$ the mean density, held fixed as $N$ grows. The uncorrected energy per electron is too low by an amount proportional to $1/N$; the error of the total energy tends to a constant. If the integral for $M_2$ grows without bound as its range is extended, both (1) and a $1/N$ extrapolation are wrong. Kinetic-energy errors are a separate matter. Hartree atomic units are used.

## Expansion of the Ewald interaction

The Ewald interaction is the periodic Coulomb potential with zero average over the cell,

$$
v_E(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad
v_M=\lim_{r\to0}\left[v_E(\mathbf r)-\frac1r\right], \tag{2}
$$

with $\mathbf G=2\pi\mathbf m/L$ and $\mathbf m$ an integer vector. The constant $v_M$ is the potential at a charge due to its own images and the neutralizing background. Ewald summation gives $v_M=-2.8373/L$.

Applying the Laplacian to (2) multiplies each term by $-G^2$. The sum of $e^{i\mathbf G\cdot\mathbf r}/\Omega$ over all $\mathbf G$ is a delta function at every lattice point $\mathbf R$, and the absent $\mathbf G=0$ term subtracts $1/\Omega$:

$$
\nabla^2v_E=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\right]. \tag{3}
$$

For $r<L$ the only delta function is the one at the origin, and $\nabla^2(1/r)$ supplies it. The background leaves $+4\pi/\Omega$. Since $\nabla^2r^2=6$, this is the Laplacian of $2\pi r^2/(3\Omega)$. Therefore

$$
g(\mathbf r)=v_E(\mathbf r)-\frac1r-\frac{2\pi r^2}{3\Omega}
$$

is harmonic in the ball $r<L$. The cell centred on the origin lies inside this ball, because its corners are at $\sqrt3L/2\approx0.87L$.

A regular harmonic function is a sum of harmonic polynomials of degree $l=0,1,2,\dots$, and here each must have the symmetry of the cube.

- $l=0$: the constant is $g(0)=v_M$.
- Odd $l$: excluded by inversion.
- $l=2$: reflections and permutations of the axes allow only a multiple of $r^2$, which is not harmonic, so the term vanishes.
- $l=4$: the allowed form is $x^4+y^4+z^4-\gamma r^4$. Its Laplacian is $12r^2-20\gamma r^2$, so $\gamma=3/5$.

Hence

$$
v_E=\frac1r+v_M+\frac{2\pi r^2}{3\Omega}
+\frac{c_4}{L^5}\left(x^4+y^4+z^4-\tfrac35r^4\right)+O(r^6/L^7). \tag{4}
$$

To find $c_4$, take fourth derivatives of $v_E$. Their Fourier coefficients contain four factors of $G$ over $G^2$ and vanish as $G\to0$, so no background term is missing. They equal the absolutely convergent sum over $\mathbf R$ of the fourth derivatives of $1/|\mathbf r-\mathbf R|$. The degree-four part of $1/|\mathbf r-\mathbf R|$ is $r^4P_4(\hat{\mathbf r}\cdot\hat{\mathbf R})/R^5$. Along $x$ the polynomial in (4) equals $2r^4/5$, so for $L=1$

$$
c_4=\frac52\sum_{\mathbf R\ne0}\frac{P_4(R_x/R)}{R^5}=7.77,
$$

summed numerically over $R\le20$.

The quadratic term is the potential of the uniform background, which the images cannot cancel because their own potential is harmonic near the origin.

## From the interaction to the energy

Each electron feels the other electrons through $v_E$ and its own images and background through $v_M$. Half the sum of these potentials is the energy per cell,

$$
E=\left\langle\frac12\sum_{i\ne j}v_E(\mathbf r_i-\mathbf r_j)\right\rangle+\frac N2v_M. \tag{5}
$$

Write the pair density as $n_2(\mathbf r,\mathbf r')=n(\mathbf r)\,[n(\mathbf r')+\rho_{xc}(\mathbf r,\mathbf r')]$, which defines the hole. Integrating $n_2$ over $\mathbf r'$ must give $(N-1)n(\mathbf r)$, so the hole integrates to $(N-1)-N=-1$. Its system average is

$$
\bar\rho(\mathbf u)=\frac1N\int n(\mathbf r)\,\rho_{xc}(\mathbf r,\mathbf r+\mathbf u)\,d\mathbf r,\qquad
\int\bar\rho\,d\mathbf u=-1,
$$

with $\mathbf u$ in the cell centred on zero. Inserting $n_2$ in (5) gives a Hartree energy, which keeps the full $v_E$, and a remainder per electron

$$
e_{xc}=\frac12\int\bar\rho\,v_E\,d\mathbf u+\frac{v_M}2
=\frac12\int\bar\rho\,(v_E-v_M)\,d\mathbf u. \tag{6}
$$

The second form uses the sum rule: $v_M/2=-\tfrac12\int\bar\rho\,v_M$. The term of order $1/L$ has cancelled. With (4),

$$
e_{xc}(N)=\frac12\int\frac{\bar\rho}{u}\,d\mathbf u+\frac{\pi M_2}{3\Omega}+O(L^{-5}),\qquad
M_2=\int\bar\rho\,u^2\,d\mathbf u. \tag{7}
$$

The factor is $\tfrac12\cdot2\pi/3=\pi/3$. The stated remainder requires a finite fourth moment.

To read the second term as the finite-size error, the first must equal its infinite-system value to better than $1/N$. This needs two things. The hole in the cell must converge faster than $1/N$ in its effect on the energy. The part of the infinite hole outside the cell must also be negligible: a tail $u^{-p}$ that does not oscillate contributes about $\int_L^\infty u^{1-p}du\sim L^{2-p}$, which is smaller than $L^{-3}$ when $p>5$. The same condition makes $M_2$ finite.

The Hartree energy has no corresponding term. If the density is that of the infinite crystal, its Fourier components sit on the crystal's reciprocal lattice whatever the size of the simulation cell, and their energy per electron does not depend on $N$.

## Why the energy is lowered

The hole may be positive in places, so the sign of $M_2$ needs an argument. Let $\rho_{\mathbf k}=\sum_je^{-i\mathbf k\cdot\mathbf r_j}$ and define the fluctuation structure factor

$$
S(\mathbf k)=\frac1N\left[\langle|\rho_{\mathbf k}|^2\rangle-|\langle\rho_{\mathbf k}\rangle|^2\right]
=1+\int\bar\rho(\mathbf u)\,e^{i\mathbf k\cdot\mathbf u}\,d\mathbf u. \tag{8}
$$

The 1 comes from the terms $i=j$, and the integral from $n_2-nn$. In a periodic cell (8) holds at $\mathbf k=\mathbf G$; these vectors become dense as the cell grows, so for a converged hole it extends to arbitrarily small $k$. As a variance, $S\ge0$. The sum rule gives $S(0)=0$, and the linear term vanishes because $\bar\rho(-\mathbf u)=\bar\rho(\mathbf u)$. For small $k$ along $x$, $S\simeq-\tfrac12k^2\int\bar\rho\,u_x^2$. The average over the three axes is

$$
S(k)\simeq-\frac{k^2}6M_2\ge0,\qquad\text{so}\quad M_2\le0. \tag{9}
$$

The correction can thus be taken from a computed structure factor, with the limit averaged over the three axes as in (9):

$$
-\frac{\pi M_2}{3\Omega}=\frac{2\pi}{\Omega}\lim_{k\to0}\frac{S(k)}{k^2}. \tag{10}
$$

Inserting (2) and (8) in the first form of (6) gives $e_{xc}(N)=(2\pi/\Omega)\sum_{\mathbf G\ne0}(S-1)/G^2+v_M/2$. The right side of (10) is the $\mathbf G=0$ term that this sum omits from its $S/G^2$ part.

## A model insulator, with numbers

Take one same-spin electron per site of a simple cubic lattice with spacing $a=4$ bohr. The state is a Slater determinant filling the band spanned by Gaussians $e^{-r^2/2s^2}$, $s=1.5$ bohr, one on each site. A cell with $M$ sites per side has $N=M^3$ and $L=Ma$.

The orbitals are products of one-dimensional Bloch functions. With $K$ running over multiples of $2\pi/a$ and $q=k+K$, their normalized plane-wave coefficients are

$$
c_k(q)=\frac{e^{-s^2q^2/2}}{\sqrt{W(k)}},\qquad W(k)=\sum_Ke^{-s^2q^2}.
$$

For a determinant, (8) becomes one minus the summed squared matrix elements of $e^{-i\mathbf G\cdot\mathbf r}$ between occupied orbitals, divided by $N$:

$$
S(\mathbf G)=1-F(G_x)F(G_y)F(G_z),\qquad
F(G)=\frac1M\sum_k\left[\sum_Kc_k(q)\,c_{k+G}(q+G)\right]^2. \tag{11}
$$

Correspondingly $\bar\rho=-h(u_x)h(u_y)h(u_z)$, where $F$ is the Fourier transform of $h$.

The second moment follows by hand for the infinite lattice. The inner sum in (11) is the overlap of two normalized vectors, $1-\tfrac12G^2\sum_K(\partial_kc)^2$ to second order, so $F\simeq1-G^2\,\overline{\sum_K(\partial_kc)^2}$, the bar being an average over $k$. Let $\langle\cdot\rangle_k$ denote an average with weights $c_k^2$. Since $W'/W=-2s^2\langle q\rangle_k$,

$$
\partial_kc=-s^2(q-\langle q\rangle_k)\,c,\qquad
\sum_K(\partial_kc)^2=s^4\,\mathrm{Var}_k(q).
$$

Differentiating the mean gives $\partial_k\langle q\rangle_k=1-2s^2\,\mathrm{Var}_k(q)$. The mean is periodic in $k$, so the left side averages to zero and $\overline{\mathrm{Var}_k(q)}=1/(2s^2)$. Thus $F\simeq1-\tfrac12s^2G^2$. Each direction has second moment $s^2$, and

$$
M_2=-3s^2=-6.75\ \text{bohr}^2,\qquad
\frac{\pi M_2}{3\Omega}=-\frac{\pi\times6.75}{3\times64\,N}=-\frac{0.1104}{N}\ \text{hartree}.
$$

For $N=64$ this is $-1.726$ mHa, or $-47.0$ meV, per electron.

The exchange energy in each cell is the reciprocal sum below (10), with $F$ recomputed for that cell. For the infinite system, $1/u=(2/\sqrt\pi)\int_0^\infty e^{-t^2u^2}dt$ separates the directions:

$$
e_x(\infty)=-\frac1{\sqrt\pi}\int_0^\infty\left[\int h(u)\,e^{-t^2u^2}du\right]^3dt=-0.28674\ \text{hartree},
$$

by numerical quadrature. The errors per electron are:

| $N$ | $e_x(N)-e_x(\infty)$ (mHa) | $\pi M_2/3\Omega$ (mHa) |
|---:|---:|---:|
| 8 | −20.05 | −13.81 |
| 27 | −3.65 | −4.09 |
| 64 | −1.911 | −1.726 |
| 216 | −0.523 | −0.511 |
| 512 | −0.2176 | −0.2157 |
| 4096 | −0.02702 | −0.02696 |

At $N=64$ the correction removes 90% of the error and leaves $-0.19$ mHa. At $N=8$ it removes about two thirds, and at $N=27$ it overshoots. These two cells are not converged in other respects either: their Hartree energies are 25.9 and 19.5 mHa per electron, against 20.4 mHa in the large cells. The table does not separate the causes of the remainder in these small cells.

In large cells the remainder is the $l=4$ term. For the product hole, let $m_2$ and $m_4$ be the moments of $h$. The average of $x^4+y^4+z^4$ is $3m_4$ and that of $r^4$ is $3m_4+6m_2^2$, so the polynomial in (4) averages to $\tfrac65\kappa$ with $\kappa=m_4-3m_2^2$. Its energy is $-\tfrac35c_4\kappa/L^5$. Integration of $h$ gives $\kappa=12.96$ bohr$^4$, and at $N=4096$, $L=64$ bohr,

$$
-\frac{0.6\times7.77\times12.96}{64^5}=-5.63\times10^{-8}\ \text{hartree},
$$

against a computed remainder of $-5.64\times10^{-8}$ hartree.

## Using a computed structure factor

A simulation supplies $S$ at nonzero $\mathbf G$, so (10) needs an extrapolation. In the model insulator, along an axis, $S=\tfrac12m_2k^2-\tfrac1{24}m_4k^4+\dots$. Using $S/k^2$ at finite $k$ underestimates the correction by a fraction $m_4k^2/(12m_2)$ to leading order. Here $m_2=2.25$ bohr$^2$ and $m_4=12.96+3\times2.25^2=28.15$ bohr$^4$. At the smallest $G$ of the 64-electron cell, $2\pi/16=0.393$ bohr$^{-1}$, this leading-order estimate gives 16%; the next term of $S$, $+m_6k^6/720$, has the opposite sign and lowers it, and the full $S$ gives 13.5%. A straight-line fit of $S/k^2$ against $k^2$ removes the leading bias when the points share the same $k^4$ coefficient, as they do along one direction. The coefficient is anisotropic: along a unit vector $\hat{\mathbf e}$ it is $(\kappa\sum_ie_i^4+3m_2^2)/24$, which is $m_4/24$ along an axis and $(m_4+3m_2^2)/48$ along a face diagonal. A straight line through the two shortest vectors of this cell, of types (100) and (110), still leaves the correction 7% low. Staying on one axis helps only a little in so small a cell: a line through (100) and (200) leaves it 6% low, because the terms of $S/k^2$ of order $k^4$ and higher are not removed. They partly cancel: the $k^4$ term alone would leave it 12% low.

Two points of bookkeeping follow from (6). The correction belongs to a hole energy evaluated with $v_E-v_M$; if the hole interacts through $1/u$ inside the cell, the quadratic term is absent and (1) must not be added. When the lattice of cells lacks cubic symmetry (fcc and bcc cells have it), $v_E$ generally has an additional traceless quadratic term, which integrates to zero when $\int\bar\rho\,u_iu_j$ is proportional to $\delta_{ij}$.

## The interacting electron gas

For a homogeneous gas, the small-$k$ limit of $S/k^2$ follows from the plasmon, and $M_2$ is taken here to mean $-6\lim_{k\to0}S/k^2$, as in (9); the real-space tail of the hole is not examined. Let $\omega_\nu$ be the excitation energies above the ground state $|0\rangle$. With equal contributions from $\mathbf k$ and $-\mathbf k$,

$$
\sum_\nu\omega_\nu|\langle\nu|\rho_{\mathbf k}|0\rangle|^2
=\tfrac12\langle[\rho_{\mathbf k}^\dagger,[H,\rho_{\mathbf k}]]\rangle=\frac{Nk^2}2.
$$

Only the kinetic energy fails to commute with $\rho_{\mathbf k}$. For one electron, $[-\tfrac12\nabla^2,e^{-i\mathbf k\cdot\mathbf r}]=e^{-i\mathbf k\cdot\mathbf r}(\tfrac12k^2+i\mathbf k\cdot\nabla)$, and the commutator of $e^{i\mathbf k\cdot\mathbf r}$ with this is $k^2$.

Assume that at small $k$ all the weight lies at the plasma frequency $\omega_p=\sqrt{4\pi n}$. Then $\omega_pS=k^2/2$, and (9) gives $M_2=-3/\omega_p$. Since $\pi/\Omega=\pi n/N=\omega_p^2/(4N)$,

$$
\frac{\pi M_2}{3\Omega}=-\frac{\pi}{\Omega\omega_p}=-\frac{\omega_p}{4N}. \tag{12}
$$

At $r_s=4$ bohr, $\omega_p=0.2165$ hartree, and for $N=54$ the shift is $-0.2165/216$ hartree $=-1.002$ mHa per electron. The model $S=k^2/\sqrt{k^4+4\omega_p^2}$ has the required small-$k$ form. Its reciprocal sum minus the infinite-system integral, evaluated numerically, is $-1.003$ mHa. This checks only the step from $S$ to the energy error. The model has the plasmon form built in, is the same in every cell, and omits the shell effects of a finite Fermi sea, which (12) does not include.

## Where the 1/N law fails

If $S\simeq\alpha k$ at small $k$, (9) cannot hold with a finite $M_2$. Free fermions are such a case. For the unpolarized gas, $1-S$ is the overlap fraction of two Fermi spheres displaced by $k$, so $S=3k/(4k_F)-k^3/(16k_F^3)$ for $k<2k_F$, and $\alpha=3/(4k_F)$.

The leading error is the difference between sum and integral for $2\pi\alpha/k$. With $\mathbf k=2\pi\mathbf m/L$ it is

$$
\Delta e=\frac{\alpha}{L^2}\left[\sum_{\mathbf m\ne0}\frac1m-\int\frac{d^3m}{m}\right]=\frac{\alpha v_M}{L}. \tag{13}
$$

Both terms in the bracket are to be damped by a factor such as $e^{-\epsilon m^2}$, with $\epsilon\to0$ at the end. The bracket is then the potential at a charge in a unit cubic lattice with neutralizing background, which is $Lv_M=-2.8373$. The energy is again lowered, but as $N^{-2/3}$.

At $r_s=4$ bohr, $k_F=0.480$ bohr$^{-1}$, and (13) gives $-1.067$ mHa per electron for $N=1000$ and $-0.267$ mHa for $N=8000$. Eight times as many electrons reduce the error by four, not eight. These values sample the infinite-system $S$ at the cell's $\mathbf G$ vectors and omit the shell effects of a finite Fermi sea. Those effects are not small beside (13): for closed shells with periodic boundary conditions and $N$ between 300 and $10^4$, the exchange error follows (13) on average but scatters about it by up to roughly 25% either way. Before applying (1), plot $S/k^2$ at the smallest wave vectors: a finite limit that is the same in every direction supports the $1/N$ correction, and growth as $1/k$ rules it out. A limit that depends on the direction $\hat{\mathbf e}$ of $\mathbf k$ gives (10) only if it is a quadratic form in $\hat{\mathbf e}$. In an interacting non-cubic crystal it generally is not, because the long-wavelength response depends on direction through $1/(\hat{\mathbf e}\cdot\epsilon\cdot\hat{\mathbf e})$, with $\epsilon$ the dielectric tensor. The error is then still proportional to $1/N$, but its coefficient is not the axis average: for $S/k^2\to\sqrt{e_x^2+e_y^2+4e_z^2}$ in a cubic cell, the sum-minus-integral difference corresponds to a limit of 1.55, against an axis average of 1.33.
